# Why boron sits below the silicon adatom on Si(111)-√3

Anyone who sets up a slab calculation of the boron-covered Si(111)-$\sqrt3\times\sqrt3$ surface must decide where to put the boron and whether to expect a metal or an insulator. There is one adatom per three first-layer atoms. It occupies the T4 site, directly above a second-layer atom whose own position is called S5. Boron may be the adatom, with silicon below it, or it may take the S5 site, with silicon as the adatom. I call these arrangements T4 and S5, after the position of the boron.

Two reasons can be offered for S5: boron's short bonds relieve strain, and boron accepts the electron left over on the silicon adatom. They answer different questions. The electron count explains why the surface can be insulating, but it is the same for both arrangements. The choice of site needs an energy difference, and in the model used below a difference in atomic size is enough to produce one.

## What electron counting settles

Each of the three first-layer atoms offers one electron in a broken bond. A silicon adatom brings four electrons, puts three into its back bonds and keeps one. Without boron there is thus one unpaired electron per cell.

Now put boron in S5. It has three valence electrons for four bonds, so it lacks one, and the adatom's spare electron can fill the gap. In formal charges the result is B$^-$ below Si$^+$. If boron is the adatom instead, its three electrons serve its three back bonds and nothing is left over. No formal charges arise, and the adatom again has an empty orbital.

The slab used below has 19 atoms and three hydrogens that close its lower face. With silicon alone it holds $19\times4+3=79$ electrons. Each band takes two, so 39 bands are full and band 40 is half full. One trivalent atom lowers the count to 78, and band 40 can be empty, whichever site that atom takes. Whether a gap really separates bands 39 and 40 must be calculated.

## A simple geometric argument that fails

Let $d_0=0.235$ nm be the natural Si–Si length. In the ideal lattice the S5 atom has one bond pointing straight down and three rising to the first layer. Tetrahedral angles give each rising bond a vertical component $d_0/3$, so its lateral component is

$$\rho=\sqrt{d_0^2-\left(\frac{d_0}{3}\right)^2}=\frac{\sqrt8}{3}\,d_0=0.222\ \text{nm}.$$

An atom on the T4 axis at height $h$ from the first layer has bonds of length $\sqrt{\rho^2+h^2}\ge\rho$. A rough B–Si length is 0.205 nm, so a boron adatom cannot reach it unless the first-layer atoms move inward.

It is tempting to stop here, but S5 lies on the same axis, and its three upper bonds obey the same inequality. One thing that distinguishes S5 is its fourth bond, which runs along the axis and can shorten without any inward motion of the first layer. The adatom also presses on the S5 atom from above, but that pair contains the boron in both arrangements. Which contributions decide has to be found from the energy.

## A model in which only size can choose

Take one $s$ and three $p$ orbitals on each atom, and write the energy as

$$E=\sum_n f_n\varepsilon_n+\sum_{i<j}\phi_{ij}(d_{ij}),$$

where $\varepsilon_n$ are the levels of a tight-binding Hamiltonian $H$, $f_n$ their occupations and $\phi$ a pair repulsion. The sum over levels includes an average over wave vectors. The parameters are round values of silicon type. The repulsion is set so that bulk silicon is free of stress at $d_0$. The lowest two atomic layers and the hydrogens are held fixed, and all other atoms relax.

The trivalent atom X has the orbital levels of silicon but one electron fewer. Its hopping and repulsion depend on distance only through $d/d_X$, where $d_X$ is its natural bond length to silicon. Define

$$\Delta E=E(\text{S5})-E(\text{T4}),$$

so that a negative value favours S5. If $d_X=d_0$, X and silicon enter $H$ and $\phi$ identically, and $\Delta E=0$. At any other $d_X$, the difference is an effect of size alone. This is a deliberate simplification: the Coulomb energy of the charges is absent and will be estimated later.

## Which site wants a small atom?

Let $\mathbf R$ denote all free positions. The relaxed energy changes with $d_X$ as

$$\frac{dE}{dd_X}=\frac{\partial E}{\partial d_X}+\sum_a\frac{\partial E}{\partial\mathbf R_a}\cdot\frac{d\mathbf R_a}{dd_X}.$$

The second term vanishes because the forces are zero in the relaxed structure. In the first term the orbitals need not be differentiated either: at fixed occupations, a small change of $H$ alters the sum of levels by $\sum_n f_n\langle\psi_n|\delta H|\psi_n\rangle$.

Each pair containing X therefore contributes through some function $u(d/d_X)$, taken at fixed orbitals and fixed bond direction. Its two derivatives are

$$\frac{\partial u}{\partial d}=\frac{u'}{d_X},\qquad
\frac{\partial u}{\partial d_X}=-\frac{d}{d_X^2}\,u'=-\frac{d}{d_X}\frac{\partial u}{\partial d}.$$

Summing over the pairs of X gives

$$\frac{dE}{dd_X}=-\frac1{d_X}\sum_{j}d_{Xj}\frac{\partial E}{\partial d_{Xj}}.$$

A compressed pair lowers the total energy by lengthening, so $\partial E/\partial d<0$ and its contribution to the slope is positive: a smaller atom lowers the energy. A stretched pair asks for a larger atom.

At $d_X=d_0$, with 78 electrons, the slope is $+36.0$ eV/nm for S5 and $-10.2$ eV/nm for T4. The S5 site is under net compression and the adatom under net tension. The pair formed by the adatom and the S5 atom adds $+19.8$ eV/nm to both slopes and drops out of their difference. The largest part of the difference comes from the pairs with the first layer, $-30.0$ eV/nm for the adatom against $-3.5$ eV/nm for S5. The bond below S5 adds $+10.1$ eV/nm, and more distant pairs of S5, which lie where the model cuts off its interactions, add $+9.5$ eV/nm. As a test, the structures were relaxed again with $d_X$ changed by $\pm0.002$ nm; the energy differences gave the same slopes to within 0.1 eV/nm.

To first order, then,

$$\Delta E\approx(36.0+10.2)\,\frac{\text{eV}}{\text{nm}}\,(d_X-d_0).$$

For the boron-like length, $d_X-d_0=-0.030$ nm and the estimate is $-1.4$ eV. Full relaxation gives $-0.71$ eV. Higher orders thus take back about half of the linear gain; the calculation does not separate their causes.

The opposite case tests the cause. With $d_X=0.250$ nm and everything else in the model unchanged, the linear estimate is $+0.69$ eV and full relaxation gives $+0.89$ eV. The order of the sites reverses. The electron count is the same in both cases, so it cannot be what reverses them.

The relaxed bonds qualify the phrase "short bonds". In S5, the small atom's bond to the silicon below is 0.208 nm, close to its natural length. Its three bonds to the first layer are 0.224 nm, still 9 % too long. As an adatom it has three bonds of 0.231 nm, 13 % too long, and the silicon atom in S5 is equally close to it, so the picture of three back bonds is simplified here. In S5 the small atom thus replaces the original compression by tension, so it is not a perfect fit there either.

## The empty band and the accepted electron

For the small atom in S5, the model has a gap of 1.27 eV between bands 39 and 40, sampled on a $6\times6$ mesh of wave vectors. Band 40 is empty and 0.17 eV wide. The adatom carries 36 % of its weight, more than any other atom, so "the adatom's dangling orbital" names the largest component of a state that also spreads over other atoms.

With X as the adatom the gap is 1.42 eV. Both arrangements are insulating in this model, as the count allowed. The all-silicon surface instead has a half-filled band 0.19 eV wide. Independent electrons would make it metallic, but in so narrow a band, repulsion between electrons could localize them or produce magnetism, which this model does not describe.

The formal charges should not be read as actual ones. X brings three electrons. In S5 it holds 3.93 in the model without Coulomb terms and 3.45 with them. As an adatom, where no formal charge arises, it still holds 3.55 and 3.18. The excess on X is therefore not simply the adatom's spare electron. These are orbital populations, whose values depend on the chosen basis.

## The energy of the transfer

Boron's levels need not equal silicon's. Raise all orbital levels of X by $\delta$, which adds $\delta P_X$ to $H$, where $P_X$ projects onto the orbitals of X. At fixed occupations,

$$\frac{dE}{d\delta}=\sum_n f_n\langle\psi_n|P_X|\psi_n\rangle=n_X,$$

the number of electrons on X. Hence

$$\frac{d\Delta E}{d\delta}=n_X(\text{S5})-n_X(\text{T4})=3.93-3.55=0.38.$$

Direct diagonalization with levels shifted by $\pm0.1$ eV gives the same value. Since X holds more electrons in S5, a less electronegative atom is pushed towards T4. For $\delta=0.5$ eV at fixed positions, $\Delta E$ rises from $-0.71$ to $-0.52$ eV. If the slope stayed constant, the size gain would be cancelled at $\delta\approx0.71/0.38\approx1.9$ eV.

The Coulomb energy can be estimated at the same positions. Let $\Delta n_i$ be the electron excess of atom $i$ over its neutral valence, and add

$$E_C=\frac12\sum_{ij}\gamma_{ij}\,\Delta n_i\,\Delta n_j,$$

with $\gamma_{ij}$ falling as $e^2/4\pi\varepsilon_0R$ at large distance and levelling off at 7 eV on one atom. The populations are made self-consistent. This estimate includes the attraction between the negative X and the positive charge left on other atoms, yet $\Delta E$ still rises, from $-0.71$ to $-0.50$ eV. With this choice of $\gamma_{ij}$, the electrostatics costs S5 about 0.2 eV relative to T4. The amount depends on how the interaction levels off at short range: other common forms with the same 7 eV give 0.1 to 0.3 eV. The cost falls to 0.08 eV for an on-site value of 5 eV and turns into a gain of only 0.03 eV at 3 eV. The size effect does not depend on this choice: it favours S5 by 0.71 eV before any Coulomb energy is added. It does rest on equal orbital levels: if those of X lay well below silicon's, the slope found above would make the transfer favour S5.

## How far the conclusion carries

Of the changes tried with the natural bond length of X kept at 0.205 nm, the largest effect comes from giving up the assumption that X–Si and Si–Si bonds are equally strong at their natural lengths. Making the hopping and repulsion of X 10 % stronger, at fixed positions, changes $\Delta E$ from $-0.71$ to $-1.30$ eV. If the response were linear, weakening them by about 12 % would remove the preference. The model therefore supports the sign and origin of the size effect, but it cannot supply a reliable total for boron. Denser meshes of wave vectors, up to $6\times6$, change $\Delta E$ by 0.002 eV or less. A slab of eight or ten layers moves it from $-0.71$ to $-0.70$ eV, and eight layers lower the large-atom value by about 0.015 eV.

Beside real silicon, the model is somewhat stiff, with a bulk modulus of 124 GPa against roughly 100 GPa. Its bulk gap of 3.5 eV is about three times the real one, so its surface gaps are not predictions. The real boron surface does adopt S5 and is semiconducting, while aluminium, gallium and indium form T4 adatoms. The large model atom shows one reason for that contrast, but it is not aluminium, because it keeps silicon's levels. The assumption of equal levels and bond strengths fails for real atoms, and the shifts above show that this can move $\Delta E$ by several tenths of an eV.

Temperature matters little as long as $\Delta E$ stays near the values found here. At a rough annealing temperature of 1100 K, $k_BT=0.095$ eV, and the T4-to-S5 ratio $e^{\Delta E/k_BT}$ is below $10^{-3}$ for the size term alone. The Coulomb estimate raises it about tenfold, to below $10^{-2}$. An uncertainty of several tenths of an eV in $\Delta E$ changes the ratio by more than a factor of ten, so these are only rough guides. Both figures treat cells as independent, neglect vibrations and assume that atoms can exchange sites quickly enough to reach equilibrium.

For the slab calculation, S5 is the sensible starting structure, and an even electron count with an empty surface band is the state to look for. Finding that band empty does not confirm the site, since T4 can show the same. To decide between the two sites, relax both arrangements with the same cell and settings and compare their first-principles energies. The numerical output gives further distances and the main model parameters.

## Table of computed values

```
natural Si-Si length: 0.235 nm
natural X-Si length, small atom (boron-like): 0.205 nm
natural X-Si length, large atom: 0.250 nm
lateral distance, T4 axis to ideal first layer: 0.2216 nm
s and p levels: -4.2, 1.7 eV
hopping ss, sp, pp-sigma, pp-pi: -2.1, 2.5, 2.7, -0.7 eV
fitted pair repulsion at natural length: 3.926 eV
model bulk modulus: 124 GPa
model bulk gap on coarse mesh: 3.47 eV
largest force-test error: 4.4e-06 eV/angstrom
largest residual force: 8.6e-04 eV/angstrom
all-Si surface: adatom to first layer: 0.2612 nm
all-Si surface: adatom to S5 atom: 0.2775 nm
all-Si surface: S5 atom to atom below: 0.2264 nm
all-Si surface: width of half-filled band: 0.189 eV
small X at S5: X to first layer: 0.2244 nm
small X at S5: adatom to S5 atom: 0.2400 nm
small X at S5: S5 atom to atom below: 0.2075 nm
size slope dE/dd_X at S5, bond stress: 35.95 eV/nm
size slope dE/dd_X at S5, relaxed energies: 35.96 eV/nm
electrons on small X at S5: 3.930
same, with self-consistent Coulomb terms: 3.454
gap below band 40, small X at S5: 1.272 eV
adatom weight of band 40, small X at S5: 0.356
small X at T4: X to first layer: 0.2314 nm
small X at T4: adatom to S5 atom: 0.2313 nm
small X at T4: S5 atom to atom below: 0.2250 nm
size slope dE/dd_X at T4, bond stress: -10.19 eV/nm
size slope dE/dd_X at T4, relaxed energies: -10.20 eV/nm
electrons on small X at T4: 3.551
same, with self-consistent Coulomb terms: 3.182
gap below band 40, small X at T4: 1.418 eV
adatom weight of band 40, small X at T4: 0.244
width of empty band, small X at S5: 0.174 eV
dE(S5-T4), small atom: -0.714 eV
dE(S5-T4), large atom: 0.889 eV
d(dE)/d(level of X), from shifted levels: 0.379
d(dE)/d(level of X), from populations: 0.379
dE, small atom, X levels raised by 0.5 eV: -0.523 eV
dE, small atom, X-Si terms 10 % stronger: -1.303 eV
dE, small atom, denser k mesh: -0.715 eV
on-site repulsion used for Coulomb estimate: 7.0 eV
dE, small atom, with Coulomb terms: -0.503 eV
thermal energy at 1100 K: 0.0948 eV
T4/S5 Boltzmann ratio from size term alone: 5.4e-04
```
